# Permittivity bounds for a dielectric with fifty percent porosity

## Problem

An insulating film consists of a solid skeleton with relative permittivity \(k_s=4\) and empty pores with \(k_p=1\). Half of its volume is pore, so \(f_p=f_s=1/2\). Nothing else is known about the arrangement.

(a) Between which values must the effective permittivity lie, whatever the arrangement?

(b) How does the interval shrink if the film is known to respond isotropically in three dimensions?

(c) Can either interval be narrowed without further information?

All permittivities below are relative and dimensionless, and \(\mathbf D\) is measured in units that make \(\mathbf D=k\mathbf E\). Each phase is taken as linear, local, lossless and isotropic. The field is quasistatic. The pores are much smaller than the sample, yet large enough for each phase to keep its bulk permittivity, and there is no third layer at the interfaces. The structure is represented by a periodic cell, which may be as large and as irregular as desired. Angle brackets denote averages over the cell.

## A first estimate by scaling

Write the local permittivity as \(k=\bar k+\delta k\). At equal fractions,

\[
\bar k=\frac{k_s+k_p}{2}=2.5,\qquad \delta k=\pm\delta,\qquad \delta=\frac{k_s-k_p}{2}=1.5 .
\]

If the field were uniform, the effective permittivity would be \(\bar k\). The field can lower its energy by developing a fluctuation \(\mathbf e\) about its mean \(\mathbf E_0\). The cost is of order \(\bar k e^2\) and the gain comes from \(2\,\delta k\,\mathbf e\cdot\mathbf E_0\). Balancing them gives \(e\sim(\delta/\bar k)E_0\) and an energy reduction of order \((\delta^2/\bar k)E_0^2\).

A numerical factor follows from geometry. An electrostatic fluctuation with wave vector \(\mathbf q\) points along \(\mathbf q\), so it can use only the component of \(\mathbf E_0\) in that direction. For directions distributed isotropically, the mean of \(\cos^2\theta\) is \(1/3\). Hence

\[
k_{\rm est}=\bar k-\frac{\delta^2}{3\bar k}=2.5-\frac{2.25}{7.5}=2.2 .
\]

The neglected term \(\delta k\,e^2\) is of order \(\delta^3/\bar k^2=0.54\) times an unknown geometrical factor. The estimate therefore supplies a plausible centre but no guaranteed interval.

## Exact solution

### Two minimum principles

Apply a mean field \(\mathbf E_0\). The true field is \(\mathbf E=\mathbf E_0-\nabla\varphi\), with periodic \(\varphi\) and \(\nabla\cdot(k\mathbf E)=0\). The effective tensor is defined by \(\langle\mathbf D\rangle=\mathbf k^*\mathbf E_0\).

Any other admissible field is \(\mathbf E-\nabla\psi\), with periodic \(\psi\). Its energy average is

\[
\langle k|\mathbf E-\nabla\psi|^2\rangle
=\langle kE^2\rangle-2\langle\mathbf D\cdot\nabla\psi\rangle+\langle k|\nabla\psi|^2\rangle .
\]

Integration by parts gives \(\langle\mathbf D\cdot\nabla\psi\rangle=-\langle\psi\nabla\cdot\mathbf D\rangle=0\); the boundary terms cancel by periodicity. The last term is not negative, so the true field has the least energy. By the same integration, \(\langle kE^2\rangle=\langle\mathbf D\cdot(\mathbf E_0-\nabla\varphi)\rangle=\langle\mathbf D\rangle\cdot\mathbf E_0\). Therefore

\[
\mathbf E_0\cdot\mathbf k^*\mathbf E_0=\min_{\mathbf E}\langle kE^2\rangle, \tag{1}
\]

where the trial fields are curl-free with mean \(\mathbf E_0\).

For the second principle, let \(\mathbf D_0=\langle\mathbf D\rangle\) and add to \(\mathbf D\) a divergence-free field \(\mathbf d\) of zero mean. The cross term in \(\langle|\mathbf D+\mathbf d|^2/k\rangle\) is

\[
2\langle\mathbf E\cdot\mathbf d\rangle
=2\mathbf E_0\cdot\langle\mathbf d\rangle-2\langle\nabla\varphi\cdot\mathbf d\rangle=0 .
\]

Since \(\langle D^2/k\rangle=\langle\mathbf D\cdot\mathbf E\rangle=\mathbf D_0\cdot\mathbf E_0\),

\[
\mathbf D_0\cdot(\mathbf k^*)^{-1}\mathbf D_0=\min_{\mathbf D}\langle D^2/k\rangle, \tag{2}
\]

where the trial fields are divergence-free with mean \(\mathbf D_0\).

### Bounds for any arrangement

The uniform field \(\mathbf E_0\) is admissible in (1), so no principal value of \(\mathbf k^*\) exceeds \(\langle k\rangle\). The uniform field \(\mathbf D_0\) is admissible in (2), so no principal value of \((\mathbf k^*)^{-1}\) exceeds \(\langle1/k\rangle\). These are the Wiener bounds:

\[
\frac{1}{f_p/k_p+f_s/k_s}\le k^*\le f_pk_p+f_sk_s .
\]

For the given film,

\[
\frac{1}{0.5+0.125}=1.60\le k^*\le0.5+2=2.50 .
\]

Flat layers reach both ends. With the field normal to the layers, \(\mathbf D\) is uniform and the lower value results. With the field in the plane, \(\mathbf E\) is uniform and the upper value results. Without information about direction or structure, the interval in (a) cannot be narrowed.

### Lower bound for an isotropic film

Let \(\chi\) be 1 in the skeleton and 0 in the pores, let \(\chi'=\chi-f_s\), and let \(\Delta=k_s-k_p=3\). Then

\[
\langle kE^2\rangle=k_p\langle E^2\rangle+\Delta\langle\chi E^2\rangle .
\]

For any constant vector \(\mathbf P\), the square \(|\sqrt\Delta\,\mathbf E-\mathbf P/\sqrt\Delta|^2\) is not negative, which means

\[
\Delta E^2\ge2\mathbf P\cdot\mathbf E-\frac{P^2}{\Delta}. \tag{3}
\]

Use (3) in the skeleton and put \(\mathbf E=\mathbf E_0+\mathbf e\), with \(\langle\mathbf e\rangle=0\). Since \(\langle E^2\rangle=E_0^2+\langle e^2\rangle\) and \(\langle\chi\mathbf E\rangle=f_s\mathbf E_0+\langle\chi'\mathbf e\rangle\),

\[
\langle kE^2\rangle\ge k_pE_0^2+2f_s\mathbf P\cdot\mathbf E_0-\frac{f_sP^2}{\Delta}
+\Big[k_p\langle e^2\rangle+2\mathbf P\cdot\langle\chi'\mathbf e\rangle\Big]. \tag{4}
\]

The true \(\mathbf e\) is unknown, but the bracket cannot be smaller than its minimum over all gradient fields. In Fourier space such a field has \(\mathbf e_{\mathbf q}=\hat{\mathbf q}\,a_{\mathbf q}\), and the bracket becomes

\[
\sum_{\mathbf q\ne0}\Big[k_p|a_{\mathbf q}|^2
+2(\mathbf P\cdot\hat{\mathbf q})\,{\rm Re}(\chi_{\mathbf q}'^{*}a_{\mathbf q})\Big].
\]

Completing the square in each mode gives \(a_{\mathbf q}=-(\mathbf P\cdot\hat{\mathbf q})\chi'_{\mathbf q}/k_p\). The minimum is

\[
-\frac1{k_p}\sum_{\mathbf q\ne0}|\chi'_{\mathbf q}|^2(\mathbf P\cdot\hat{\mathbf q})^2
=-\frac{f_pf_s}{k_p}\,\mathbf P\cdot\mathbf A\mathbf P,
\qquad
\mathbf A=\sum_{\mathbf q\ne0}\frac{|\chi'_{\mathbf q}|^2}{f_pf_s}\,\hat{\mathbf q}\hat{\mathbf q}. \tag{5}
\]

The tensor \(\mathbf A\) records the directions in which the structure varies. Because \(\chi^2=\chi\), the variance is \(\langle\chi'^2\rangle=f_s-f_s^2=f_pf_s\). Parseval's theorem and \(\hat{\mathbf q}\cdot\hat{\mathbf q}=1\) then give \({\rm tr}\,\mathbf A=1\) for every structure. The same rule holds on a periodic lattice if each derivative is replaced by the difference between neighbouring points, because only a constant potential then has zero gradient. For a flat box, 1 by 4 by 3 cells in a periodic grid of 5 by 5 by 5, a numerical projection onto such discrete gradients gave diagonal elements 0.67, 0.12 and 0.21. They differ strongly, but their sum is 1.

Insert (5) into (4). Choose \(\mathbf E_0\) as a unit vector along each Cartesian axis in turn, with \(\mathbf P=p\,\mathbf E_0\), and average the three inequalities. The left side becomes \({\rm tr}\,\mathbf k^*/3\), and \(\mathbf A\) enters through \({\rm tr}\,\mathbf A/3=1/3\):

\[
\frac{{\rm tr}\,\mathbf k^*}{3}\ge
k_p+2f_sp-f_sp^2\left[\frac1\Delta+\frac{f_p}{3k_p}\right]. \tag{6}
\]

The right side is largest when \(p\) is the inverse of the bracket. For an isotropic film, \({\rm tr}\,\mathbf k^*/3=k^*\), so

\[
k^*\ge k_L=k_p+\frac{f_s}{1/\Delta+f_p/(3k_p)} .
\]

Here the bracket is \(1/3+1/6=1/2\), the best \(p\) is 2, and \(k_L=1+0.5\times2=2.00\).

### Upper bound for an isotropic film

Now compare with a uniform medium of permittivity \(k_s\). With \(\chi_p=1-\chi\),

\[
\langle kE^2\rangle=k_s\langle E^2\rangle-\Delta\langle\chi_pE^2\rangle .
\]

The square \(|\sqrt\Delta\,\mathbf E+\mathbf P/\sqrt\Delta|^2\ge0\) gives \(-\Delta E^2\le2\mathbf P\cdot\mathbf E+P^2/\Delta\), which is used in the pores. The inequality holds for every trial field, so the minimum of its left side cannot exceed the minimum of its right side. The fluctuation of \(\chi_p\) is \(-\chi'\), which has the same \(|\chi'_{\mathbf q}|^2\), so (5) applies with \(k_s\) in place of \(k_p\). Averaging over the axes gives

\[
\frac{{\rm tr}\,\mathbf k^*}{3}\le
k_s+2f_pp+f_pp^2\left[\frac1\Delta-\frac{f_s}{3k_s}\right]. \tag{7}
\]

The bracket is positive because \(\Delta<k_s\), and hence \(1/\Delta>1/k_s>f_s/(3k_s)\). The right side therefore has a minimum, at minus the inverse of the bracket:

\[
k^*\le k_U=k_s-\frac{f_p}{1/\Delta-f_s/(3k_s)} .
\]

The bracket is \(1/3-1/24=7/24\), so \(p=-24/7=-3.43\) and

\[
k_U=4-\frac12\cdot\frac{24}{7}=\frac{16}{7}=2.286 .
\]

The isotropic Hashin-Shtrikman interval is thus \(2.00\le k^*\le2.286\). Its width is 0.286, against 0.90 for the Wiener interval.

Isotropy entered only in the last step. For any structure, (6) and (7) bound the mean of the three principal values. The layered film has principal values 1.60, 2.50 and 2.50. Its in-plane value violates the isotropic upper bound, while the mean, 2.20, obeys both bounds. A permittivity measured in one direction may therefore be compared with the narrow interval only if isotropy is established separately.

### The isotropic bounds are attained

Consider a sphere of outer radius 1 with a core of permittivity \(k_c\) and a shell of permittivity \(k_h\). The core occupies half the volume, so its radius satisfies \(a^3=1/2\). Seek an outside permittivity \(k_o\) for which the outside field remains uniform. Apart from a common factor, the potential is \(\cos\theta\) times

\[
Ar\ \text{(core)},\qquad Br+\frac{C}{r^2}\ \text{(shell)},\qquad r\ \text{(outside)} .
\]

Continuity of the potential and of the normal component of \(\mathbf D\) requires

\[
A=B+2C,\qquad k_cA=k_h(B-4C),\qquad B+C=1,\qquad k_o=k_h(B-2C).
\]

For a solid core in a pore shell, the first two equations give \(4B+8C=B-4C\), so \(B=-4C\). Then \(C=-1/3\), \(B=4/3\), \(A=2/3\) and \(k_o=4/3+2/3=2\).

For a pore core in a solid shell, they give \(B+2C=4B-16C\), so \(B=6C\). Then \(C=1/7\), \(B=6/7\), \(A=8/7\) and \(k_o=4(6/7-2/7)=16/7\).

Such a sphere can replace a ball of the medium \(k_o\) without disturbing anything outside, so the effective permittivity remains \(k_o\). Repeat this with scaled copies, filling a fixed fraction of the remaining space at each stage, until a volume fraction \(\eta\) of the original medium is left. The fields there are still uniform. Now replace this remainder by pore material and use the old fields as trials in (1) and (2). Both energies change by amounts proportional to \(\eta\), so \(k^*\) tends to \(k_o\) as \(\eta\to0\), and the porosity tends to one half. Both isotropic bounds are therefore limits of two-phase geometries within the continuum model, and (b) cannot be improved from the fractions and isotropy alone. The limits are idealized. They need spheres on ever smaller scales, while a real phase keeps its bulk permittivity only above some size. The solid cores of the lower bound also float free. Thin struts that hold them change \(k^*\) only in proportion to their volume, by the same trial-field argument.

The core fields also show why the inequalities become sharp. Equality in (3) needs \(\Delta\mathbf E=\mathbf P\) throughout the skeleton. The solid core has a uniform field \(2/3\), and \(3\times2/3=2\) is the optimal \(p\). In the pore core, \(-3\times8/7=-24/7\) is the optimal \(p\) of the upper bound.

## Comparison of the estimate with the exact bounds

At equal fractions, put \(k_p=\bar k-\delta\), \(k_s=\bar k+\delta\) and \(\Delta=2\delta\). The lower bound becomes

\[
k_L=\bar k-\delta+\frac{3k_p\delta}{3k_p+\delta}
=\bar k-\frac{\delta^2}{3k_p+\delta}
=\bar k-\frac{\delta^2}{3\bar k-2\delta}.
\]

In the same way,

\[
k_U=\bar k+\delta-\frac{3k_s\delta}{3k_s-\delta}
=\bar k-\frac{\delta^2}{3k_s-\delta}
=\bar k-\frac{\delta^2}{3\bar k+2\delta}.
\]

The scaling estimate has \(3\bar k\) in the denominator, midway between the two. For small contrast,

\[
k_{L,U}=\bar k-\frac{\delta^2}{3\bar k}\mp\frac{2\delta^3}{9\bar k^2}+\dots,
\]

with the upper sign for \(k_L\). The bounds agree through second order, so they prove that the estimate is correct to that order for every isotropic structure with equal fractions. They part at third order, where the arrangement begins to matter. The leading width, \(4\delta^3/(9\bar k^2)=0.24\), is already close to the full 0.286. The estimate 2.2 lies inside the interval, but at this contrast it does not determine \(k^*\) for a given film.

Four periodic structures with cubic symmetry show what remains open. Cubic symmetry makes their second-rank tensor \(\mathbf k^*\) isotropic. For each, a numerical trial potential in (1) and a trial flux in (2) enclose \(k^*\), apart from rounding and solver tolerance.

- A checkerboard of cubes has \(k^*\) between 2.139 and 2.163.
- A voxelized structure, with pores where a sum of three cosines is positive, has \(k^*\) between 2.183 and 2.189.
- Closed cubic pores at porosity 0.496 give 2.284 to 2.286; the isotropic bounds at that porosity are 2.010 and 2.297.
- Isolated solid cubes at porosity 0.504 give 2.005 to 2.008, with bounds 1.990 and 2.275.

The first two structures have porosity one half and lie below the estimate, by 1.7 to 2.8 percent and by less than 1 percent of 2.2, respectively. Their closeness has a partial explanation. In each, exchanging pore and solid is equivalent to a translation, so \(k^*\) is unchanged when \(\delta\) becomes \(-\delta\) at fixed \(\bar k\). The third-order term must vanish, and the error of the estimate starts at fourth order.

The last two structures lie near opposite ends of their intervals. Like the coated spheres, they have one phase enclosed by the other. With thick solid walls around closed pores, flux can pass through solid over a wide cross-section; with solid grains surrounded by pore, it must cross pore space. Continuity of the skeleton alone does not place a film near the upper bound. The cosine structure has a continuous skeleton and lies well inside the interval. Thin struts joining the isolated cubes would make the solid continuous, yet by the trial-field argument used above they change \(k^*\) only in proportion to their small volume. The two values of \(k^*\) differ by about 0.28. Only about 0.02 of this comes from the small difference in porosity, as the shift of the bounds shows.

The distinction grows with contrast. If \(k_s\to\infty\) at fixed \(k_p=1\) and equal fractions, then \(k_L\to1+0.5\times6=4\), while \(k_U\to k_s[1-0.5/(1-1/6)]=0.4\,k_s\). One bound stays finite and the other grows without limit, so porosity alone then says little about \(k^*\). At \(k_s=4\) the contrast is modest, and the isotropic interval is narrow enough to be useful.

A reliable measurement outside the Wiener interval would show that an input or an assumption is wrong, for example the porosity, the skeleton permittivity, or the absence of a third material such as adsorbed water. If only an upper limit on \(k_s\) is known, it may safely be used in the upper bounds, because raising \(k\) anywhere raises or preserves the energy of every trial field in (1), and hence \(k^*\). With appreciable loss, \(k\) is complex, the minimum principles used here no longer apply, and these real intervals lose their guarantee.

## Table of computed values

```
Relative permittivities and fractions are dimensionless
pore k = 1.0, solid k = 4.0, porosity = 0.50
Wiener bounds: 1.6000 to 2.5000
Hashin-Shtrikman bounds: 2.0000 to 2.2857
interval widths: Wiener 0.9000, Hashin-Shtrikman 0.2857
best trial polarization (unit mean field): lower bound 2.0000, upper bound -3.4286
box pattern, diagonal of A: 0.6693, 0.1163, 0.2144; trace = 1.000000
solid core, pore shell: required outer k = 2.0000
  core field / outer field A = 0.6667; shell B = 1.3333, C = -0.3333 (outer radius 1)
pore core, solid shell: required outer k = 2.2857
  core field / outer field A = 1.1429; shell B = 0.8571, C = 0.1429 (outer radius 1)
layers: normal k = 1.6000, in-plane k = 2.5000, mean of three = 2.2000
field solutions on 48 x 48 x 48 elements:
checkerboard of cubes: porosity = 0.5000
  k* between 2.1391 and 2.1629; isotropic bounds 2.0000 to 2.2857
voxelized cosine sum: porosity = 0.5000
  k* between 2.1833 and 2.1884; isotropic bounds 2.0000 to 2.2857
closed cubic pores: porosity = 0.4962
  k* between 2.2840 and 2.2855; isotropic bounds 2.0102 to 2.2970
isolated solid cubes: porosity = 0.5038
  k* between 2.0055 and 2.0072; isotropic bounds 1.9898 to 2.2745
```
